\section*{The Sham-Schlüter equation and the exchange-only optimized effective potential, part 1}

(Sections cited here and not found follow in the second part.)

\section{The problem}

A Kohn-Sham program needs a multiplicative potential $v_{xc}(\mathbf r)$. Many-body theory delivers a self-energy $\Sigma_{xc}(\mathbf r,\mathbf r';z)$, nonlocal and energy dependent, and the exact-exchange energy is written in orbitals, so $\delta E_x/\delta n$ cannot be formed by direct differentiation. A guessed local potential is not stationary: in the four-electron wire of Section~\ref{sec:ex} a one-shot Fermi-Amaldi guess, built from the noninteracting density, gives $65.376$~eV where the stationary local potential found there gives $65.288$~eV. Keeping the nonlocal operator changes the theory, since the gap between the highest occupied and lowest empty level is then $16.09$~eV instead of $7.95$~eV. The missing piece is an equation that maps $\Sigma_{xc}$ onto $v_{xc}$. That equation is the Sham-Schl\"uter equation (SSE). Its linearized form with the Fock self-energy is the exchange-only optimized effective potential (OEP) equation. Its full form with the Fock self-energy is a different equation, whose solution differs from the OEP in general and coincides with it for a two-electron singlet.

\section{Density from the Green's function}

Take $N$ electrons at $T=0$ in a nondegenerate closed-shell ground state $|0\rangle$ of energy $E_0$, with $h_0=-\hbar^2\nabla^2/2m+v$ and $w(\mathbf r,\mathbf r')=e^2/(4\pi\varepsilon_0|\mathbf r-\mathbf r'|)$. One-particle operators refer to one spin direction; factors 2 are spin sums. The argument $z$ is a complex energy ($\hbar$ times a frequency). With $\hat\psi$ the field operator and $|m\rangle$, $|k\rangle$ the eigenstates for $N+1$ and $N-1$ electrons,
\begin{equation}
G(\mathbf r,\mathbf r';z)=\sum_m\frac{\langle0|\hat\psi(\mathbf r)|m\rangle\langle m|\hat\psi^\dagger(\mathbf r')|0\rangle}{z-(E_m-E_0)}
+\sum_k\frac{\langle0|\hat\psi^\dagger(\mathbf r')|k\rangle\langle k|\hat\psi(\mathbf r)|0\rangle}{z-(E_0-E_k)}.
\label{eq:leh}
\end{equation}
By completeness the removal residues add up to $\gamma(\mathbf r,\mathbf r')=\langle\hat\psi^\dagger(\mathbf r')\hat\psi(\mathbf r)\rangle$, and by the anticommutator the addition residues add up to $1-\gamma$. Assume a gap: an energy $\mu$ lies above all removal poles and below all addition poles. For a pole at $\varepsilon$, with $u=\varepsilon-\mu$ and symmetric limits, the part odd in $\xi$ drops out:
\begin{equation}
\int\frac{d\xi}{2\pi}\frac{1}{i\xi-u}=\int\frac{d\xi}{2\pi}\frac{-u-i\xi}{u^2+\xi^2}=-\frac{u}{2\pi}\frac{\pi}{|u|}=f-\tfrac12 ,
\label{eq:pole}
\end{equation}
where $f=1$ for $\varepsilon<\mu$ and $f=0$ otherwise. Applied to \eqref{eq:leh} this gives $\frac12\gamma-\frac12(1-\gamma)$, hence
\begin{equation}
\gamma=\tfrac12\,1+\int\frac{d\xi}{2\pi}\,G(\mu+i\xi),\qquad n(\mathbf r)=2\gamma(\mathbf r,\mathbf r).
\label{eq:gam}
\end{equation}
The same holds for $G_s=(z-h_s)^{-1}$, $\gamma_s$ and $n_s$ if $\mu$ lies in the gap of $h_s$. The term $\frac12 1$ has an infinite diagonal in the continuum, but it cancels in $n-n_s$.

\section{Self-energy and its Fock part}

Define $\Sigma_{xc}$ by $G^{-1}=z-h_0-v_H[n]-\Sigma_{xc}(z)$ with $v_H[n]=\int w\,n$. Its large-$z$ behaviour fixes both the convergence of the SSE and the Fock term. Expand \eqref{eq:leh} as $G=z^{-1}+M_1z^{-2}+M_2z^{-3}+\dots$, an expansion that is exact on a finite basis and formal in the continuum. Inverting the series order by order,
\begin{equation}
G^{-1}=z-M_1-(M_2-M_1^2)z^{-1}+\dots
\end{equation}
Since $\langle0|\hat\psi(H-E_0)=\langle0|[\hat\psi,H]$ and $(E_0-H)\hat\psi|0\rangle=[\hat\psi,H]|0\rangle$, the moments are $M_1=\langle\{[\hat\psi,H],\hat\psi^\dagger\}\rangle$ and $M_2=\langle\{[\hat\psi,H],[H,\hat\psi^\dagger]\}\rangle$. The commutator is $[\hat\psi_1,H]=h_0\hat\psi_1+J_1$ with $J_1=\int d2\,w_{12}\hat\psi_2^\dagger\hat\psi_2\hat\psi_1$, where the indices include spin. Moving $\hat\psi_3^\dagger$ to the left twice,
\begin{equation}
\hat\psi^\dagger_2\hat\psi_2\hat\psi_1\hat\psi^\dagger_3=\delta_{13}\hat\psi_2^\dagger\hat\psi_2-\delta_{23}\hat\psi_2^\dagger\hat\psi_1+\hat\psi^\dagger_2\hat\psi^\dagger_3\hat\psi_2\hat\psi_1 ,
\end{equation}
and the last term cancels against $\hat\psi^\dagger_3\hat\psi^\dagger_2\hat\psi_2\hat\psi_1$ in the anticommutator. Therefore $A\equiv\langle\{J,\hat\psi^\dagger\}\rangle=v_H-w\gamma$, $M_1=h_0+A$, and
\begin{equation}
\Sigma_{xc}(\infty)=\Sigma_x[\gamma],\qquad \Sigma_x[\gamma](\mathbf r,\mathbf r')=-w(\mathbf r,\mathbf r')\,\gamma(\mathbf r,\mathbf r').
\label{eq:fock}
\end{equation}
This operator is static, and Hermitian because $w$ is real and symmetric and $\gamma$ is Hermitian. The remainder is of second order in $w$. In $M_2-M_1^2$ the terms $h_0^2+h_0A+Ah_0$ cancel and $\langle\{J,J^\dagger\}\rangle-A^2=O(w^2)$ is left, which is the sum of the residues of $\Sigma_{xc}$. For $\mathrm{Im}\,z>0$ the anti-Hermitian part of $G$ is negative definite by \eqref{eq:leh}, so that of $G^{-1}$ is positive. This confines the poles of $\Sigma_{xc}$ to the real axis and makes them simple with positive semidefinite residues. Each residue is then bounded by the sum, and $\Sigma_{xc}(z)-\Sigma_x[\gamma]=O(w^2)$ away from the poles.

\section{The Sham-Schl\"uter equation}

Let $h_s=h_0+v_H[n]+v_{xc}$ with the Hartree potential of the interacting density and, for now, any local $v_{xc}$. Subtracting the two inverses gives $G_s^{-1}-G^{-1}=\Sigma_{xc}-v_{xc}\equiv\Delta$. Multiplying by $G_s$ from the left and by $G$ from the right gives
\begin{equation}
G-G_s=G_s\,\Delta\,G .
\label{eq:dyson}
\end{equation}
Inserting this in the difference of the two versions of \eqref{eq:gam},
\begin{equation}
n(\mathbf r)-n_s(\mathbf r)=2\int\frac{d\xi}{2\pi}\,[G_s(\Sigma_{xc}-v_{xc})G](\mathbf r,\mathbf r;\mu+i\xi).
\label{eq:res}
\end{equation}
On a finite basis the integrand falls as $\xi^{-2}$ because $\Delta$ tends to a constant operator by \eqref{eq:fock}, so no convergence factor is needed. In the continuum this holds for each matrix element between fixed states but not for the diagonal: for free particles in three dimensions and constant $\Delta$, $[G_sG_s](\mathbf r,\mathbf r)\propto\int d^3k\,(z-\hbar^2k^2/2m)^{-2}\propto(-z)^{-1/2}$. There the $\xi$ integral is done first, term by term in the spectral sums, and the sum over states afterwards. The Kohn-Sham condition $n_s=n$ holds if and only if the right side vanishes at every $\mathbf r$. Moving the local term across gives the SSE,
\begin{equation}
\int d^3r'\left[2\!\int\!\frac{d\xi}{2\pi}G_s(\mathbf r,\mathbf r')G(\mathbf r',\mathbf r)\right]v_{xc}(\mathbf r')=2\!\int\!\frac{d\xi}{2\pi}[G_s\Sigma_{xc}G](\mathbf r,\mathbf r).
\label{eq:sse}
\end{equation}
A solution exists only if $n$ is the ground-state density of some gapped local $h_s$. The equation is nonlinear, since $G_s$ contains $v_{xc}$. Given $G$ it holds the same information as an inversion of the density $n$.

The Jacobian follows from $\delta G_s=G_s\,\delta v\,G_s$, the first-order form of \eqref{eq:dyson}:
\begin{equation}
\chi_s(\mathbf r,\mathbf r')=\frac{\delta n_s(\mathbf r)}{\delta v_s(\mathbf r')}=2\int\frac{d\xi}{2\pi}G_s(\mathbf r,\mathbf r')G_s(\mathbf r',\mathbf r),
\label{eq:chi}
\end{equation}
where $v_s=v+v_H+v_{xc}$. The residual \eqref{eq:res} has derivative $-\chi_s$, so the Newton step is $v_{xc}\to v_{xc}+\chi_s^{-1}(n-n_s)$.

The integral of \eqref{eq:res} over $\mathbf r$ is $N-N_s$, with $N_s$ twice the number of levels of $h_s$ below $\mu$. A shift $v_{xc}\to v_{xc}+c$ leaves the orbitals alone, so it maps solutions onto solutions as long as $\mu$ stays inside the shifted Kohn-Sham gap. Once a level crosses $\mu$ the trace jumps by 2. The iteration must therefore keep $\mu$ inside the Kohn-Sham gap. Resetting the constant at each step, so that the middle of the gap sits at $\mu$, ensures this.

\section{Linearization}

Two replacements are made: $G\to G_s$ in the outer factor, and $G\to G_s$ inside the self-energy, so that $\gamma\to\gamma_s$ in \eqref{eq:fock}. The interacting density no longer appears, and $v_H$ is built from $n_s$. Keeping only the Fock term, define for any local $v_s$
\begin{equation}
v_x=v_s-v-v_H[n_s],\quad \Delta_x=\Sigma_x[\gamma_s]-v_x,\quad
R(\mathbf r)=2\!\int\!\frac{d\xi}{2\pi}[G_s\Delta_xG_s](\mathbf r,\mathbf r).
\label{eq:R}
\end{equation}
The linearized equation is $R=0$, or $\chi_sv_x=b$ with $b=2\int\frac{d\xi}{2\pi}[G_s\Sigma_xG_s](\mathbf r,\mathbf r)$. It is linear in $v_x$ only at fixed $G_s$.

With $G_s=\sum_p|p\rangle\langle p|/(z-\varepsilon_p)$ and a static $\Delta_x$, the integral acts only on the denominators. For $\varepsilon_p\neq\varepsilon_q$, partial fractions and \eqref{eq:pole} give
\begin{equation}
\int\frac{d\xi}{2\pi}\frac{1}{(z-\varepsilon_p)(z-\varepsilon_q)}=\int\frac{d\xi}{2\pi}\frac{(z-\varepsilon_p)^{-1}-(z-\varepsilon_q)^{-1}}{\varepsilon_p-\varepsilon_q}=\frac{f_p-f_q}{\varepsilon_p-\varepsilon_q}.
\label{eq:pf}
\end{equation}
For $\varepsilon_p=\varepsilon_q$ the integrand is $i\,\partial_\xi(z-\varepsilon_p)^{-1}$, whose integral is zero. Only pairs of one occupied level $i$ and one empty level $a$ survive. The term $p=a$, $q=i$ has weight $1/(\varepsilon_i-\varepsilon_a)$. The term $p=i$, $q=a$ has the same weight and is the complex conjugate because $\Delta_x$ is Hermitian. Hence
\begin{equation}
R(\mathbf r)=2\sum_{i}^{\rm occ}\sum_a^{\rm empty}\frac{\varphi_a(\mathbf r)\varphi_i^*(\mathbf r)\,\langle a|\Sigma_x-v_x|i\rangle}{\varepsilon_i-\varepsilon_a}+{\rm c.c.}=0 .
\label{eq:oep}
\end{equation}
A frequency-dependent self-energy would add its own poles to \eqref{eq:pf}, and \eqref{eq:oep} would not follow.

The same step applied to \eqref{eq:chi} gives, for a real function $g$,
\begin{equation}
\iint g\,\chi_s\,g=4\sum_{ia}\frac{|\langle a|g|i\rangle|^2}{\varepsilon_i-\varepsilon_a}\le0 .
\label{eq:neg}
\end{equation}
Equality requires $\langle a|g|i\rangle=0$ for all pairs. With a complete set of orbitals this means $[g,\gamma_s]=0$, that is $[g(\mathbf r)-g(\mathbf r')]\gamma_s(\mathbf r,\mathbf r')=0$, so $g$ is constant on any region connected by nonzero $\gamma_s$. If nonzero elements of $\gamma_s$ connect the whole system, $\chi_s$ thus has the constant as its only null vector. Connection by hopping is not enough on a lattice: on a three-site ring with hopping $-t$, four electrons and $v_s=(0,0,v_3)$, the empty orbital is $(1,-1,0)/\sqrt2$ for every $v_3<0$, so the density $(1,1,2)$ does not fix $v_3$ and $\chi_s$ has a second null vector. With $\gamma_s$ connected, on a finite lattice $\chi_s$ is a symmetric matrix, and $\chi_sv_x=b$ is solvable because $\int b=0$, which follows from $\int\varphi_a\varphi_i^*=0$. In the continuum $\int b=0$ is necessary but not sufficient, because the eigenvalues of $\chi_s$ accumulate at zero.

The SSE has been derived, and its linearized form with the Fock self-energy has been reduced to the condition $R=0$, a sum over occupied-empty pairs. It remains to show that this is the OEP condition, to find what the linearization drops, and to test both equations numerically.
